# Detailed balance does not fix diffusion in an interacting lattice gas

## What symmetry and dimensions leave open

Let a lattice gas have configurations $i,j,\dots$ with energies $E_i$ and Boltzmann weights $\pi_i\propto e^{-\beta E_i}$, where $\beta=1/kT$. Detailed balance requires the hop rates to obey $\pi_i r_{ij}=\pi_j r_{ji}$. Without loss of generality, write

$$r_{ij}=\nu\,S_{ij}\,e^{-\beta(E_j-E_i)/2},$$

where $\nu$ is a rate and $S_{ij}$ is dimensionless. Since $\pi_i e^{-\beta(E_j-E_i)/2}\propto e^{-\beta(E_i+E_j)/2}$ is symmetric in $i$ and $j$, detailed balance holds if and only if $S_{ij}=S_{ji}$. It says nothing more about $S$.

Take lattice spacing $a$, coverage $\theta$ and one interaction energy $\phi$. A diffusivity has the dimension length²/time, so it must have the form

$$D=\nu a^2F(\theta,\beta\phi;S).$$

Equilibrium supplies the first two arguments of $F$. It does not supply the third. The claim that equilibrium determines the diffusivity would require $F$ not to depend on $S$, and one solvable model refutes this.

The natural units are $a$, $\nu$ and $kT$.

## The model and four rules

Particles occupy a ring of $L$ sites, at most one per site, with energy $\phi$ for each occupied nearest-neighbour pair; $\phi>0$ is repulsion. A particle hops to an empty adjacent site. Let $b$ be the occupation of the site behind it and $c$ that of the site beyond its target. The hop breaks $b$ pairs and makes $c$ pairs, so

$$\Delta E=\phi(c-b).$$

Put $x=e^{\beta\phi}$, $w=\sqrt x$ and $u=\beta\Delta E$. The rules are

- Metropolis: $r=\nu\min(1,e^{-u})$, so $S=e^{-|u|/2}$.
- Glauber (heat bath): $r=2\nu/(1+e^{u})$, so $S=1/\cosh(u/2)$.
- Initial-state: $r=\nu e^{\beta\phi b}$, so $S=e^{\beta\phi(b+c)/2}$.
- Kinetically resolved barrier with a constant resolved part: $r=\nu e^{-u/2}$, so $S=1$.

The reverse hop exchanges $b$ and $c$ and changes the sign of $u$. Each $S$ is unchanged, so all four rules obey detailed balance. At fixed particle number $N<L$ the hops connect all configurations, hence the Boltzmann distribution is the unique stationary state of each rule.

The factor 2 in the Glauber rule gives an isolated particle ($b=c=0$) the rate $\nu$ under every rule. A difference in diffusivity is therefore not a trivial difference of clocks.

Particles on a line cannot pass one another, so the motion of one tagged particle is a separate problem. The quantity used here is collective. Let $X$ be the sum of all particle displacements, not reduced modulo the ring length, and define

$$D_J=\lim_{t\to\infty}\frac{\langle X^2\rangle}{2Nt},$$

followed by $L\to\infty$ at fixed $\theta=N/L$.

## The counter-example: two rules solved in closed form

**The drift cancels.** Let $v$ be the mean rate of change of $X$ in a given configuration. With $r_{bc}$ the rate for environment $(b,c)$, and since $b$ and $c$ are 0 or 1,

$$r_{bc}=r_{00}+(r_{10}-r_{00})b+(r_{01}-r_{00})c+C\,bc,$$
$$C=r_{00}+r_{11}-r_{10}-r_{01}.$$

Write $\#110$ for the number of places where the pattern 110 occurs, read from left to right. Right hops minus left hops give, term by term:

- Constant term: $\#10-\#01=0$, since a ring has as many ends of particle blocks as beginnings.
- Term in $b$: $\#110-\#011=0$, since both equal $\#11-\#111$.
- Term in $c$: $\#101-\#101=0$.
- Term in $bc$: $\#1101-\#1011$, which need not vanish.

Thus

$$v=aC(\#1101-\#1011).$$

For initial-state rates $C=\nu(1+x-x-1)=0$. For Glauber rates $r_{10}=2\nu x/(1+x)$ and $r_{01}=2\nu/(1+x)$ add up to $2\nu=r_{00}+r_{11}$, so again $C=0$.

A hop of displacement $d=\pm a$ changes $X^2$ by $2Xd+d^2$. Averaging over the possible hops,

$$\frac{d}{dt}\langle X^2\rangle=2\langle Xv\rangle+2N\Gamma a^2,$$

where $\Gamma$ is the mean hop rate per particle in one direction. With $v=0$ in every configuration, $D_J=a^2\Gamma$ for these two rules.

**Equilibrium statistics.** In the infinite chain the Boltzmann weight is a product of transfer-matrix elements $T(n,n')=e^{-\beta\phi nn'+\beta\mu(n+n')/2}$, with $\mu$ the chemical potential. The occupations therefore form a Markov chain in space, and pair probabilities are $P(n,n')=\psi(n)T(n,n')\psi(n')/\Lambda$, with $\psi$ the normalized leading eigenvector and $\Lambda$ its eigenvalue. The factors $\psi$, $\Lambda$ and $\mu$ cancel in

$$\frac{P(1,1)P(0,0)}{P(1,0)^2}=e^{-\beta\phi}=\frac1x.$$

Let $q=P(1,0)$. Then $P(1,1)=\theta-q$ and $P(0,0)=1-\theta-q$, so

$$q^2\left(\frac1x-1\right)+q-\theta(1-\theta)=0.$$

For repulsion ($x>1$) both roots are positive, so the root must be chosen by requiring $P(1,1)\ge0$ and $P(0,0)\ge0$. The function $q^2/x-(\theta-q)(1-\theta-q)$ is negative at $q=0$ and positive at $q=\min(\theta,1-\theta)$, so exactly one root lies in the allowed range. It is the smallest positive root,

$$q=\frac{2\theta(1-\theta)}{1+s},\qquad s=\sqrt{1+4\theta(1-\theta)\left(\frac1x-1\right)}.$$

Given a particle with an empty site ahead, the Markov property makes $b$ and $c$ independent. The site behind is occupied with probability $p_b=1-q/\theta$, the site beyond the target with probability $p_c=q/(1-\theta)$. Hence

$$\Gamma=\frac q\theta\big[(1-p_b)(1-p_c)r_{00}+p_b(1-p_c)r_{10}+(1-p_b)p_cr_{01}+p_bp_cr_{11}\big].$$

**Half filling.** At $\theta=1/2$, $s=1/w$ and $q=w/[2(1+w)]$. Therefore $q/\theta=p_c=w/(1+w)$ and $p_b=1/(1+w)$, and

$$\Gamma=\frac{w}{(1+w)^3}\left[w\,r_{00}+r_{10}+w^2r_{01}+w\,r_{11}\right].$$

For initial-state rates the bracket is $\nu(w+w^2+w^2+w^3)=\nu w(1+w)^2$. For Glauber rates, using $x=w^2$, it is

$$\nu\left(2w+\frac{4w^2}{1+w^2}\right)=\frac{2\nu w(1+w)^2}{1+w^2}.$$

The two diffusivities are

$$D_J^{\rm initial}=\nu a^2\frac{w^2}{1+w},\qquad D_J^{\rm Glauber}=\nu a^2\frac{2w^2}{(1+w)(1+x)}.$$

Their ratio is $(1+x)/2$, which differs from 1 whenever $\phi\ne0$. This is the counter-example.

**Numbers.** For $\beta\phi=2$, $x=7.3891$ and $w=2.7183$:

$$\frac{D_J^{\rm initial}}{\nu a^2}=\frac{7.3891}{3.7183}=1.987,$$
$$\frac{D_J^{\rm Glauber}}{\nu a^2}=\frac{2(7.3891)}{(3.7183)(8.3891)}=0.474.$$

The ratio is 4.19. Much of it comes from hops about which the energy difference is silent. For $b=c=1$, $\Delta E=0$, and detailed balance merely makes the forward and backward rates equal. The initial-state rule sets both to $7.39\nu$; the other three set them to $\nu$. In the initial-state bracket these hops contribute $w^3$ out of $w(1+w)^2$, a fraction $w^2/(1+w)^2=0.53$ of all hops.

## Why rescaling time does not repair the rule

One could choose a different $\nu$ for the Glauber rule to match $D_J$ at one coverage and temperature. At fixed temperature, no constant factor keeps the match at all coverages. At $\beta\phi=2$ the ratio of initial-state to Glauber diffusivity is

- 1.19 at $\theta=0.1$,
- 1.99 at $\theta=0.3$,
- 4.19 at $\theta=0.5$,
- 6.40 at $\theta=0.7$,
- 7.20 at $\theta=0.9$.

The two ends follow from the formula for $\Gamma$. As $\theta\to0$, $p_b$ and $p_c$ vanish, only $r_{00}=\nu$ contributes, and the ratio tends to 1. As $\theta\to1$, both probabilities tend to 1, $r_{11}$ dominates, and the ratio tends to $x=7.39$.

Temperature dependence differs as well. Let $\nu=\nu_0e^{-\beta E_0}$ with constant $\nu_0$, and define the apparent activation energy as $-\partial\ln D_J/\partial\beta$ at fixed coverage. Since $dw/d\beta=\phi w/2$, at half filling

$$E_{\rm initial}=E_0-\phi+\frac{\phi w}{2(1+w)}.$$

The additional Glauber factor $2/(1+x)$ contributes $\phi x/(1+x)$:

$$E_{\rm Glauber}=E_{\rm initial}+\frac{\phi x}{1+x}.$$

At $\beta\phi=2$ the shifts from $E_0$ are $-0.634\phi$ and $+0.246\phi$. At this coupling repulsion lowers the apparent barrier under one rule and raises it under the other. The Glauber shift changes sign where $w/[2(1+w)]=1/(1+x)$, that is $w^3-w-2=0$ or $\beta\phi\approx0.84$; for weaker repulsion both barriers are lowered, by different amounts. For strong repulsion the shifts tend to $-\phi/2$ and $+\phi/2$.

## The correct general statement

Consider a finite system with reversible hops that connect all its configurations. Let $d_{ij}=-d_{ji}$ be the change of $X$ in the hop $i\to j$, and let $v_i=\sum_jr_{ij}d_{ij}$.

1. Equilibrium determines the ratios $r_{ij}/r_{ji}$ and leaves the symmetric factors $S_{ij}$ free.
2. The diffusivity depends on those factors through
$$ND_J=\min_f\frac12\sum_{i,j}\pi_ir_{ij}(d_{ij}+f_j-f_i)^2,$$
where $f$ is any function of the configuration.
3. If two rules share $\pi$, $\nu$ and the set of hops, and $S'_{ij}\ge S_{ij}$ for every hop, then $D_J'\ge D_J$.

**Proof.** Statement 1 was shown at the start. For statement 2, split the displacement in a stationary run as $X=A+M$, with $A=\int_0^tv\,ds$. The remainder $M$ has zero mean increment given the past, and its variance grows at the mean rate of squared jumps:

$$\langle M^2\rangle=t\sum_{i,j}\pi_ir_{ij}d_{ij}^2=2N\Gamma a^2t.$$

The last form applies to hops of length $a$. Detailed balance gives a trajectory and its time reverse equal probability. Reversal changes the sign of $X$ but not of $A$, so $\langle XA\rangle=0$. From $M=X-A$,

$$\langle X^2\rangle=\langle M^2\rangle-\langle A^2\rangle.$$

Let $\mathcal L$ be the generator, $(\mathcal Lf)_i=\sum_jr_{ij}(f_j-f_i)$. The correlation function of the drift is $\langle v(0)v(s)\rangle=\langle v\,e^{s\mathcal L}v\rangle$. The mean drift $\sum\pi_ir_{ij}d_{ij}$ vanishes because $\pi_ir_{ij}$ is symmetric and $d_{ij}$ antisymmetric, so the time integral converges. At long times $\langle A^2\rangle/2t\to\langle v(-\mathcal L)^{-1}v\rangle$, and

$$ND_J=N\Gamma a^2-\langle v(-\mathcal L)^{-1}v\rangle.$$

Now expand the sum in statement 2. The term in $d^2$ gives $N\Gamma a^2$. In the cross term $\sum\pi_ir_{ij}d_{ij}(f_j-f_i)$, exchanging the labels in the part with $f_j$ shows that it equals the part with $-f_i$, so the total is $-2\langle fv\rangle$. The last term is $\langle f(-\mathcal L)f\rangle$, by the same symmetry. The expression

$$N\Gamma a^2-2\langle fv\rangle+\langle f(-\mathcal L)f\rangle$$

is convex in $f$. Its minimum lies at $-\mathcal Lf=v$, where it equals the formula for $ND_J$ above. This proves statement 2.

For statement 3, raising $S_{ij}$ raises $\pi_ir_{ij}$ and so cannot lower the sum for any $f$. It cannot lower the minimum either. $\square$

Since $\langle v(-\mathcal L)^{-1}v\rangle\ge0$, the mean hop rate gives an upper bound, $D_J\le a^2\Gamma$. If one rule has larger $S$ for some hops and smaller $S$ for others, statement 3 gives no order.

## The order of the four rules

From $1\le\cosh(u/2)\le e^{|u|/2}$ follows $e^{-|u|/2}\le1/\cosh(u/2)\le1$: Metropolis, then Glauber, then resolved barrier, for either sign of $\phi$. The initial-state factor $e^{\beta\phi(b+c)/2}$ is at least 1 for repulsion, which puts this rule on top. For attraction it is at most the Metropolis factor, because $b+c\ge|c-b|$, which puts it at the bottom:

- Repulsion: Metropolis ≤ Glauber ≤ resolved ≤ initial-state.
- Attraction: initial-state ≤ Metropolis ≤ Glauber ≤ resolved.

For the Metropolis and resolved rules $C\ne0$ when $\phi\ne0$, and successive displacements are correlated. At half filling and $\beta\phi=2$ the infinite-chain bounds $a^2\Gamma$ are $0.393\,\nu a^2$ and $0.575\,\nu a^2$. The correlation factors $D_J/(a^2\Gamma)$ are 0.954 and 0.975 on a ring of 16 sites; extrapolation in $1/L$ from rings of 10, 14 and 16 sites moves them to roughly 0.96–0.97 and 0.98, which gives the estimates $D_J\approx0.38\,\nu a^2$ and $0.56\,\nu a^2$. The same extrapolation reproduces the known $\Gamma$ of all four rules to within 1.9% of its exact value. That error is comparable to the departure of the correlation factors from 1, and it does not bound their error, so only the two-figure estimates of $D_J$ are meaningful. From the slowest rule to the fastest, $D_J$ grows by a factor of about 5.2.

For $\beta\phi=-2$ and 8 particles on 16 sites, $D_J/(\nu a^2)$ is 0.1075 (initial-state), 0.1455 (Metropolis), 0.1893 (Glauber) and 0.2286 (resolved). These are finite-ring values. The order is the one derived, and the spread is a factor of 2.1.

Kinetic Monte Carlo on a 10-site ring shows the same separation. Started from one block of particles, all four rules reach the Boltzmann mean number of occupied pairs, 1.06, within two standard errors, while their diffusivities differ. The resolved-barrier run gives $0.594\pm0.010$ against the ring value 0.575, nearly two standard errors high. This lies inside the tolerance of 4.5 standard errors that the program asserts for each rule.

## What equilibrium does determine

The chemical diffusivity $D_c$, which governs the decay of density gradients, contains one equilibrium factor. Apply a weak force $F$ to every particle by multiplying each rate by $e^{\beta Fd/2}$. To first order the logarithm of a trajectory's weight changes by $(\beta F/2)(X-A)$. Since $\langle XA\rangle=0$, the mean displacement is $\langle X\rangle_F=\beta F\langle X^2\rangle/2$, and the mean velocity per particle is $\beta D_JF$.

In local equilibrium the force is $-\partial\mu/\partial z$, with $z$ the position along the chain. For number density $\rho$ the current is $-\beta D_J\rho\,(\partial\mu/\partial\rho)(\partial\rho/\partial z)$. With $\partial\langle N\rangle/\partial(\beta\mu)=\operatorname{var}N$,

$$D_c=\Theta D_J,\qquad\Theta=\frac{\langle N\rangle}{\operatorname{var}N}.$$

In the chain, correlations decay as $\theta(1-\theta)\lambda^{|m|}$ over $m$ sites, with $\lambda=p_b-p_c=(s-1)/(s+1)$. Their sum is $\theta(1-\theta)(1+\lambda)/(1-\lambda)=\theta(1-\theta)s$, so $\Theta=1/[(1-\theta)s]$. At half filling $\Theta=2w=5.437$ for $\beta\phi=2$, the same for every rule. Hence $D_c=10.80\,\nu a^2$ for initial-state and $2.58\,\nu a^2$ for Glauber rates. Equilibrium data convert $D_J$ into $D_c$; they do not supply $D_J$.

Without interactions all four rules have rate $\nu$, and $D_J=(1-\theta)\nu a^2$, $D_c=\nu a^2$. They also agree for $\theta\to0$ at fixed temperature. Agreement in these limits does not validate a rule at finite coverage with interactions.

## What selects the rates

For activated hops, transition-state theory gives $r_{ij}\propto e^{-\beta(E^\ddagger_{ij}-E_i)}$, where $E^\ddagger_{ij}=E^\ddagger_{ji}$ is the saddle energy. Comparison with the first equation gives

$$S_{ij}\propto e^{-\beta[E^\ddagger_{ij}-(E_i+E_j)/2]}.$$

With one attempt frequency for all hops, the free factor is thus set by the saddle energy measured from the mean energy of the two end states. In a real solid the attempt frequency can also depend on the environment, and the energies must then be read as free energies. Initial-state rates say that the hopping particle does not interact with its neighbours at the saddle. The resolved-barrier rule used here says that it retains the interaction $\phi(b+c)/2$, half of the sum at the two ends. Metropolis rates place the saddle at a fixed height above the higher end state. Glauber rates imply an effective barrier $E_0+kT\ln[(1+e^{\beta\Delta E})/2]$, which itself depends on temperature.

These are different physical hypotheses, and calculated saddle energies can test them. A real system need not follow any of the four: if the particle at the saddle interacts with each neighbour with energy $V^\ddagger$, then $S=e^{-\beta(V^\ddagger-\phi/2)(b+c)}$, which is the initial-state rule only for $V^\ddagger=0$ and the resolved rule only for $V^\ddagger=\phi/2$. The lowest barriers must also be well above $kT$: under repulsion the initial-state rule needs $E_0-\phi\gg kT$, and the resolved rule needs $E_0-|\phi|/2\gg kT$. The freedom in $S$ also bears on accelerated dynamics: a method that preserves Boltzmann populations and detailed balance but alters the factors $S_{ij}$ by unequal amounts samples the right equilibrium and can still give the wrong diffusivity. The values behind the comparisons are in the numerical output.

## Values computed for the example and the checks

```
coupling beta*phi = 2.0, x = 7.3891, w = 2.7183
rates/nu r00 r10 r01 r11 (behind, ahead); C/nu
 Metropolis 1.0000 1.0000 0.1353 1.0000; 0.8647
 Glauber    1.0000 1.7616 0.2384 1.0000; 0.0000
 initial    1.0000 7.3891 1.0000 7.3891; 0.0000
 resolved   1.0000 2.7183 0.3679 1.0000; -1.0862
largest equilibrium deviation, 8 sites: 1.7e-15
largest relative D_J deviation, 8 sites: 5.2e-06
half filling: 10-pair density 0.3655, Theta = 5.4366
infinite chain, half filling, units nu*a^2:
 rule, Gamma*a^2, D_J/(Gamma*a^2) at 16 sites and limit, D_J, D_c
 Metropolis 0.3932 0.9536 0.965 0.380 2.064
 Glauber    0.4738 1.0000 1.000 0.474 2.576
 initial    1.9872 1.0000 1.000 1.987 10.804
 resolved   0.5749 0.9747 0.977 0.562 3.054
largest relative error of extrapolated Gamma: 1.9e-02
exact D_J: initial 1.9872, Glauber 0.4738 nu*a^2
exact ratio initial/Glauber: 4.1945
ratio initial/Metropolis: 5.24
apparent energy shift, initial: -0.6345 phi
apparent energy shift, Glauber: 0.2463 phi
difference of apparent energies: 0.8808 phi
theta, exact D_J initial, D_J Glauber (nu*a^2), ratio:
 0.1 1.0863 0.9140 1.189
 0.3 1.3939 0.7000 1.991
 0.5 1.9872 0.4738 4.195
 0.7 1.9193 0.3000 6.398
 0.9 0.7313 0.1016 7.201
attraction beta*phi = -2, 8 particles on 16 sites, D_J (nu*a^2):
 initial    0.1075
 Metropolis 0.1455
 Glauber    0.1893
 resolved   0.2286
beta*phi = 1, half filling: D_c from decay, Theta*D_J (nu*a^2)
 initial    3.413 3.384
 Glauber    1.820 1.820
KMC: 5 particles, 10 sites, 8000 copies, beta*phi = 2
KMC times: burn-in 15/nu, measurement 40/nu
Boltzmann mean number of occupied pairs: 1.0616
rule, KMC pairs, KMC D_J +- standard error, ring D_J (nu*a^2)
 Metropolis 1.053 0.355 +- 0.006 0.3459
 Glauber    1.064 0.465 +- 0.007 0.4675
 initial    1.064 1.957 +- 0.031 1.9611
 resolved   1.048 0.594 +- 0.010 0.5750
```
